# Low-Frequency Capacitance of a Low-k Film with Mobile Ions

## The situation

An interlayer film with relative permittivity 2.7 at 100 kHz is placed between two metal plates and held at 473 K. As the measuring frequency falls below a few hertz, the capacitance climbs to about ten times its high-frequency value, and a loss peak accompanies the climb. The usual conversion

$$
k_{\rm app}=\frac{CL}{\varepsilon_0}, \tag{1}
$$

with $C$ the capacitance per area and $L$ the thickness, returns a number near 28. Has the film become a high-k material at low frequency?

Equation (1) assumes a uniform field, $E=V/L$. Then the electrode charge is $Q=\varepsilon V/L$, with $\varepsilon=k\varepsilon_0$, and $k_{\rm app}=k$. If mobile charge makes the field nonuniform, $Q$ depends on the field at the electrode, $V$ on its integral, and (1) no longer measures $k$. The film below has a strictly constant $k$ and shows the whole rise.

## The counter-example

The film occupies $-h\le x\le h$, with $h=L/2$. It contains $N$ mobile ions of charge $+e$ per unit area, and their countercharge sits on the electrodes. The two electrodes are identical and blocking: no ion crosses them. Ions interact through the mean potential $\psi$, and there is no electronic leakage. By "bulk permittivity" I mean the constant $\varepsilon$ in Poisson's equation, which describes the bound charge; the ions are counted separately.

With $\phi=e\psi/k_BT$ and the Bjerrum length

$$
l_B=\frac{e^2}{4\pi\varepsilon k_BT},
$$

Poisson's equation $\psi''=-en/\varepsilon$ and Boltzmann's law for the ion density $n$ read

$$
\phi''=-4\pi l_B n,\qquad n\propto e^{-\phi}. \tag{2}
$$

Consider the profile

$$
\phi=2\ln\cos K(x-x_0)+\text{const},\qquad n=\frac{K^2}{2\pi l_B}\,\frac{1}{\cos^2K(x-x_0)}. \tag{3}
$$

Differentiation gives $\phi'=-2K\tan K(x-x_0)$ and $\phi''=-2K^2/\cos^2K(x-x_0)=-4\pi l_Bn$. Also $e^{-\phi}\propto1/\cos^2K(x-x_0)$. Both parts of (2) hold.

At zero bias $x_0=0$ by symmetry. The dose then fixes $K$:

$$
N=\int_{-h}^{h}n\,dx=\frac{K}{\pi l_B}\tan Kh
\quad\Rightarrow\quad K\tan Kh=\frac1b,\quad b=\frac{1}{\pi l_BN}. \tag{4}
$$

Take $k=2.7$, $L=500$ nm, $T=473$ K and $N=10^{11}$ cm$^{-2}$, which is $10^{-3}$ nm$^{-2}$. Then $l_B=13.08$ nm, $b=24.33$ nm and $K=0.005729$ nm$^{-1}$. The ion density is $4.0\times10^{14}$ cm$^{-3}$ in the middle and $2.1\times10^{16}$ cm$^{-3}$ at the walls: the ions repel one another into two thin layers.

Now make the left electrode slightly positive. Ions move to the right and the density minimum moves to the left, so $x_0=-a$ with $a>0$. Let $a=1$ nm. The voltage, left minus right, is to first order in $a$

$$
\frac{eV}{k_BT}=\phi(-h)-\phi(h)=2\ln\frac{\cos K(h-a)}{\cos K(h+a)}\simeq4Ka\tan Kh=\frac{4a}{b}=0.1644,
$$

because $\ln\cos K(h\mp a)\simeq\ln\cos Kh\pm Ka\tan Kh$. With $k_BT/e=40.76$ mV this is $V=6.70$ mV.

The charge on the left electrode is $Q=\varepsilon E(-h)=-\varepsilon(k_BT/e)\phi'(-h)$, where $\phi'(-h)=2K\tan K(h-a)$. Its change is

$$
\delta Q=\varepsilon\frac{k_BT}{e}\,\frac{2K^2a}{\cos^2Kh}
=\varepsilon\frac{k_BT}{e}\,2a\left(K^2+\frac1{b^2}\right),
$$

where $1/\cos^2=1+\tan^2$ and (4) were used. The last factor, $2a(K^2+1/b^2)$, is $3.444\times10^{-3}$ nm$^{-1}$. The geometric capacitance is $\varepsilon/L=4.781$ nF/cm$^2$, so

$$
\delta Q=4.781\times500\times0.04076\times3.444\times10^{-3}=0.336\ \text{nC/cm}^2 .
$$

Dividing by 6.70 mV gives $C_0=50.1$ nF/cm$^2$, and (1) gives

$$
k_{\rm app}=2.7\times\frac{50.1}{4.781}=28.3,
$$

while $k$ was 2.7 throughout. A direct numerical solution of (2) at small bias, which does not use (3), gives 50.090 nF/cm$^2$ against 50.089 from the unrounded formula.

## The correct statement

*In this model, at zero dc bias and for signals well below $k_BT/e$, the static capacitance is*

$$
C_0=\frac{\varepsilon K}{\sin KL}=\frac{e^2N}{8k_BT}+\frac{\varepsilon K^2b}{2}. \tag{5}
$$

*Hence $k_{\rm app}=k\,KL/\sin KL>k$ for every $N>0$. For $L\gg b$ the capacitance tends to $e^2N/8k_BT$, which contains neither $k$ nor $L$.*

A rise of capacitance is therefore compatible with a constant bulk permittivity. It does not exclude a real increase, for instance from slow dipoles or absorbed water; further measurements must decide.

### Proof

First, (3) is the solution and not merely a convenient profile. From (2), $n'=-n\phi'$, so

$$
\frac{d}{dx}\frac{\phi'^2}{2}=\phi'\phi''=-4\pi l_Bn\phi'=4\pi l_Bn'.
$$

Thus $\phi'^2/2-4\pi l_Bn$ is constant. At zero bias $\phi'=0$ in the middle, where $n>0$, so the constant is negative; it stays negative for small bias by continuity. Call it $-2K^2$. Then $\phi''=-4\pi l_Bn=-(\phi'^2+4K^2)/2$. Separating variables,

$$
\int\frac{d\phi'}{\phi'^2+4K^2}=-\int\frac{dx}{2}
\;\Rightarrow\;\frac1{2K}\arctan\frac{\phi'}{2K}=-\frac{x-x_0}{2},
$$

which is $\phi'=-2K\tan K(x-x_0)$, the slope of (3).

Under bias the dose condition becomes

$$
\frac{K}{2\pi l_B}\left[\tan K(h-x_0)+\tan K(h+x_0)\right]=N .
$$

It is even in $x_0$, so $K$ changes only at second order and may be held fixed in the linear response. The steps of the example then give, for any parameters,

$$
C_0=\frac{\delta Q}{V}=\varepsilon\,\frac{2K^2a/\cos^2Kh}{4Ka\tan Kh}
=\frac{\varepsilon K}{2\sin Kh\cos Kh}=\frac{\varepsilon K}{\sin KL}.
$$

For the second form, put $t=\tan Kh=1/(Kb)$ and use $\sin KL=2t/(1+t^2)$:

$$
\frac{K}{\sin KL}=\frac{K}{2t}+\frac{Kt}{2}=\frac{K^2b}{2}+\frac1{2b}.
$$

Finally $\varepsilon/2b=\varepsilon\pi l_BN/2=e^2N/8k_BT$.

The left side of $K\tan Kh=1/b$ rises from zero to infinity as $Kh$ goes from 0 to $\pi/2$. One root exists there, with $0<KL<\pi$. Larger roots are excluded, because $\cos Kx$ would vanish inside the film and $n$ would be infinite there. On the interval $0<KL<\pi$, $KL>\sin KL$. Since $K<\pi/L$, the last term of (5) is smaller than the first by a factor $K^2b^2<(\pi b/L)^2$, which vanishes for thick films. This completes the proof.

### Two limits

**Thick film, $L\gg b$.** The result is that of two capacitors $\varepsilon/b$ in series. To see that each layer has this capacitance, let a single wall carry $N_w$ ions per area. Near it the solution of (2) is $\phi=2\ln(d+b_w)+\text{const}$, with $d$ the distance from the wall and $b_w=1/(2\pi l_BN_w)$. A change $\delta b_w$ alters the wall slope $2/b_w$ by $-2\delta b_w/b_w^2$ and the potential difference to a distant point, $2\ln[(d+b_w)/b_w]$, by $-2\delta b_w/b_w$. The ratio is $1/b_w$, so

$$
C_w=\frac{\varepsilon}{b_w}=\frac{e^2N_w}{2k_BT}. \tag{6}
$$

With $N_w=N/2$, $b_w=b$. In the example each layer has 98.3 nF/cm$^2$, and two in series give 49.1. The correction in (5) has the relative size $K^2b^2=0.019$, which restores 50.1. The permittivity cancels because a larger $\varepsilon$ also weakens the repulsion and thickens the layer in proportion. Doubling $k$ at fixed dose, thickness and temperature changes the computed $C_0$ by 4.6 %.

**Thin film, $L\ll b$.** Now $Kh$ is small and (4) gives $K^2\simeq2/(Lb)$. With $KL/\sin KL\simeq1+K^2L^2/6$,

$$
C_0\simeq\frac{\varepsilon}{L}\left(1+\frac{L}{3b}\right)=\frac{\varepsilon}{L}+\frac{e^2N}{12k_BT}. \tag{7}
$$

The ions are nearly uniform and add a small excess to the geometric value.

## Why there is a loss peak

Let the voltage vary as $e^{i\omega t}$ and write $C^*=C'-iC''$. The admittance is $i\omega C^*=i\omega C'+\omega C''$, so the mean power per area is $\tfrac12\omega C''|V|^2$.

**Slow side.** The total current density $i\omega Q$ is the same at every $x$, so the ionic part is $i\omega(Q-\varepsilon\,\delta E)$. At low frequency the static field change may be inserted. By the steps above it varies as $1/\cos^2Kx$, and $\varepsilon\,\delta E=Q$ at the walls. The ionic charge that crosses plane $x$ per volt is therefore

$$
p(x)=C_0\left[1-\frac{\cos^2Kh}{\cos^2Kx}\right],
$$

which vanishes at the blocking walls.

The ions have diffusivity $D$ and conductivity $\sigma=e^2Dn/k_BT$. Their current is $j_i=\sigma F$, with $F=\delta E-(k_BT/e)(\delta n/n)'$. The supplied power is $\tfrac12{\rm Re}\int j_i^*\,\delta E\,dx$, since the displacement current is out of phase with the field. Replacing $\delta E$ by $F$ leaves it unchanged: after integration by parts, with $j_i=0$ at the walls and $j_i'=-i\omega e\,\delta n$, the extra term is proportional to $i|\delta n|^2/n$ and has no real part. The power is thus $\tfrac12\int|j_i|^2/\sigma\,dx$, and

$$
C''=\omega\int_{-h}^{h}\frac{p^2}{\sigma}\,dx .
$$

From (3), $1/\sigma=\cos^2Kx/(2\varepsilon DK^2)$. With $c=\cos Kh$ and $s=\sin Kh$,

$$
C''=\frac{\omega C_0^2}{2\varepsilon DK^2}\,I,\qquad
I=\int_{-h}^{h}\left(\cos^2Kx-2c^2+\frac{c^4}{\cos^2Kx}\right)dx .
$$

The three terms integrate to

$$
I=\left(\frac L2+\frac{\sin KL}{2K}\right)-2c^2L+\frac{2c^3s}{K}.
$$

A single Debye process with step $C_0-\varepsilon/L$ has $C''=\omega\tau(C_0-\varepsilon/L)$ at low frequency. Matching the two defines

$$
\tau=\frac{C_0^2\,I}{2\varepsilon DK^2\,(C_0-\varepsilon/L)}\;\longrightarrow\;\frac{Nl_BL^3}{8\pi D}\quad(L\gg b). \tag{8}
$$

The limit uses $K\to\pi/L$, $I\to L/2$ and $C_0\to\varepsilon/2b$. The cube of $L$ arises because a thicker film has a longer path and also fewer ions in its middle, where $n\propto K^2\propto1/L^2$.

For a mobility of $10^{-7}$ cm$^2$/Vs, $D=4.08\times10^{-9}$ cm$^2$/s $=4.08\times10^{5}$ nm$^2$/s. The terms of $I$ are $250+23.9-19.1+0.9=255.7$ nm. With $C_0/\varepsilon=0.02095$ nm$^{-1}$ and $1/L=0.002$ nm$^{-1}$,

$$
\tau=\frac{(0.02095)^2\times255.7}{2\times4.08\times10^5\times(0.005729)^2\times0.01895}\approx0.22\ \text{s}.
$$

The thick-film limit gives 0.16 s, 28 % less than this, so at $L/b\approx20$ it is still only an estimate.

**Fast side.** When the ions have no time to change their distribution, the field is nearly uniform. Averaging the current over the film gives $C'\to\varepsilon/L$ and

$$
C''\to\frac1{\omega L^2}\int\sigma\,dx=\frac{e^2DN}{k_BTL^2\omega}. \tag{9}
$$

The ions now cause loss without extra capacitance. The same holds at all frequencies for a uniform conductor with ohmic contacts, where $C^*=\varepsilon/L+\sigma/(i\omega L)$. Uniform conduction alone does not raise $C'$; the rise here comes from charge that piles up at walls it cannot cross.

The linearized drift-diffusion equations, solved numerically for the example, give:

| Frequency (Hz) | $k'_{\rm app}$ | $k''_{\rm app}$ |
|---|---|---|
| 0.01 | 28.3 | 0.36 |
| 1 | 11.5 | 11.9 |
| 100 | 2.80 | 0.30 |
| $10^5$ | 2.70 | 0.00056 |

The peak lies at 0.71 Hz, close to $1/2\pi\tau=0.72$ Hz, and its height of 12.6 is close to half the step, 12.8. The spectrum departs from one Debye process by at most 1.3 % of the step over the computed range. The high-frequency tail is less well described: at $10^5$ Hz the Debye form predicts $k''=25.6/(\omega\tau)=1.8\times10^{-4}$, a third of the computed value. Equation (9) explains this. Fast loss counts the conductivity of all ions, including the dense wall layers, whereas slow loss is governed by the resistance of the sparse middle.

## Telling the two cases apart

**Thickness.** At fixed dose and temperature, films of 250, 500 and 1000 nm have $C_0=52.4$, 50.1 and 49.4 nF/cm$^2$. Equation (1) turns these into apparent permittivities of 14.8, 28.3 and 55.8. A uniform film of truly high permittivity would show $C\propto1/L$ and one value of $k$. From 500 to 1000 nm the loss peak also moves down by a factor 6.9, approaching the factor 8 of (8). If the volume concentration is fixed instead, $N\propto L$ and the plateau of a thick film grows with thickness.

A plateau independent of $L$ points to the interfaces but does not prove that ions are present. A conducting core between two insulating skins of thickness $t$ and permittivity $\varepsilon_s$ has the low-frequency capacitance $\varepsilon_s/2t$, also independent of $L$.

**Dc bias.** A steady voltage moves ions from one wall to the other. At moderate bias (6) explains the trend: the depleted layer loses capacitance in proportion to its ions, and in series the smaller capacitance dominates. At higher bias that layer is emptied, and the capacitance falls towards $\varepsilon/L$, not to zero. After the ions have settled, the computed apparent permittivity is 25.9 at 0.05 V, 9.8 at 0.2 V and 2.9 at 1 V. One volt across 500 nm is a field of only 0.02 MV/cm.

## The model beside a real film

The parameters are round values meant to lie in the regime of an alkali-contaminated organosilicate film at bake temperature. The permittivity and thickness are ordinary. The dose is that of a contaminated film; a clean process should lie well below it. At a tenth of the dose $b$ is 243 nm, (4) gives $KL\approx1.74$, and $k_{\rm app}\approx2.7\times1.74/\sin1.74\approx4.8$. The mobility is a rough silica-like guess that could be wrong by orders of magnitude; it moves the frequency of the rise but not its height. With a rough activation energy of 0.7 eV, $\tau$ at 300 K is about $10^4$ s, so with this mobility the effect would be missed in an ordinary room-temperature measurement. The figure is an order of magnitude only: it inherits the uncertainty of the mobility, and at 300 K the ratio $l_B/b=\pi l_B^2N$ has grown to 1.3, outside the mean-field regime discussed below.

Two assumptions deserve particular care. The first is that the countercharge sits on the electrodes. If it is instead fixed uniformly in the film, the ions at zero bias have the uniform density $N/L$, and a small voltage obeys $\delta\phi''=\kappa^2\delta\phi$ with $\kappa^2=4\pi l_BN/L$. Then $C_0=(\varepsilon\kappa/2)\coth\kappa h$, which gives $k_{\rm app}=12.2$ in the example. The capacitance still rises at constant $k$, but (5) no longer applies and the plateau depends on both $k$ and $L$.

The second assumption is that of identical electrodes. A work-function difference acts as a built-in bias: 0.2 V lowers the apparent permittivity from 28 to about 10 unless an external voltage compensates it.

The other neglected effects differ in size, and not all of them were computed:

- **Barriers.** Ion-free layers carry the same electrode charge, so their voltages add and $1/C=1/C_0+2t/\varepsilon_s$. With $L$ in (1) still the 500 nm of the film alone, two layers of 5 nm with permittivity 5 lower $k_{\rm app}$ to 25.4.
- **Image attraction.** An ion is drawn to its image in the metal. With these barriers and a closest approach of 0.3 nm, the energy there is $-3.7\,k_BT$ and $k_{\rm app}$ rises to 34.3; with the series correction as well it is 30.2. The small voltage across the 0.3 nm gaps is neglected here and in the next item; it would lower these values by 1 to 3 %.
- **Bare metal.** Here the change is large. The image energy reaches $-10.9\,k_BT$, about nine tenths of the ions lie within 1 nm of a wall, and $k_{\rm app}$ becomes 55. This value depends strongly on the assumed closest approach: at 0.5 nm it is about 45. The ideal case of ions confined to two wall planes explains the size. Boltzmann's law moves $NeV/4k_BT$ ions per area across the film, so $C=\varepsilon/L+e^2N/4k_BT$, or $k_{\rm app}=58$.
- **Correlation.** Mean-field theory needs $l_B/b\ll1$, and here the ratio is 0.54. The correction was not computed, so the error of the mean-field value 28 is not known here.
- **Leakage.** Uniform electronic conduction with a resistivity of $2\times10^{11}$ Ω cm would by itself give as much loss at 0.71 Hz as the ions do, and could hide the peak in $C''$. If the electronic carriers also build up space charge in the film, they change the field and with it the plateau of $C'$; the size of that change is not given here.
- **Breakdown.** The largest mean field made by the ions at zero bias, $eN/2\varepsilon$, is 0.034 MV/cm, far below the few MV/cm at which such films roughly fail.

None of the corrections computed here restores the reading of the plateau as the bulk permittivity. In the thick-film regime of the ideal model it is fixed by the number of mobile ions and the temperature; barriers and image forces change it further. The permittivity of the film is read at frequencies high enough that the ions cannot follow, here 2.7 at 100 kHz. Most of the computed values are listed in the numerical output below; the 4.8 and the 12.2 of this section follow from the formulas given beside them.

## Numbers as computed

```
film permittivity k = 2.7, thickness = 500 nm, T = 473 K
ion dose = 1.0e+11 cm^-2, mobility = 1.0e-07 cm2/Vs
thermal voltage = 40.76 mV, D = 4.076e-09 cm2/s
Bjerrum length lB = 13.08 nm, layer length b = 24.33 nm
K = 0.005729 1/nm, K*L = 2.8646 rad
ion density: middle 3.993e+14, wall 2.095e+16 cm^-3
geometric capacitance = 4.781 nF/cm2
one double layer eps/b = 98.27 nF/cm2
static C0: formula 50.089, solver 50.090 nF/cm2
thick-film limit e^2 N/(8 kB T) = 49.134 nF/cm2
apparent static permittivity = 28.29
C0 ratio when true k is doubled = 1.0456
L = 250 nm: C0 = 52.37 nF/cm2, apparent k = 14.79
L = 500 nm: C0 = 50.09 nF/cm2, apparent k = 28.29
L = 1000 nm: C0 = 49.40 nF/cm2, apparent k = 55.79
relaxation time = 0.2214 s, 1/(2 pi tau) = 0.719 Hz
thick-film estimate of tau = 0.1597 s
loss peak: 0.709 Hz, apparent k'' = 12.62
loss peak at 1000 nm: 0.1034 Hz, ratio 6.86
largest misfit to one Debye process = 1.3 % of the step
f = 1.00e-02 Hz: k' = 28.281, k'' = 3.557e-01, tan d = 1.258e-02
f = 1.00e-01 Hz: k' = 27.794, k'' = 3.489e+00, tan d = 1.255e-01
f = 1.00e+00 Hz: k' = 11.501, k'' = 1.191e+01, tan d = 1.036e+00
f = 1.00e+01 Hz: k' = 3.164, k'' = 1.860e+00, tan d = 5.880e-01
f = 1.00e+02 Hz: k' = 2.798, k'' = 2.981e-01, tan d = 1.065e-01
f = 1.00e+03 Hz: k' = 2.708, k'' = 4.509e-02, tan d = 1.665e-02
f = 1.00e+05 Hz: k' = 2.700, k'' = 5.623e-04, tan d = 2.082e-04
dc bias 0.05 V: static apparent k = 25.91
dc bias 0.10 V: static apparent k = 20.31
dc bias 0.20 V: static apparent k = 9.78
dc bias 0.50 V: static apparent k = 3.31
dc bias 1.00 V: static apparent k = 2.87
barriers: 5 nm each, k = 5.0
apparent k, barriers in series only = 25.41
apparent k, image attraction only = 34.31
apparent k, both effects = 30.17
closest approach = 0.3 nm; image energy there:
  with barrier -3.75 kBT, bare metal -10.91 kBT
apparent k: bare metal 55.34, sheet limit 58.19
ion correlation parameter lB/b = 0.538
largest ion-made field eN/(2 eps) = 0.0335 MV/cm
leakage resistivity matching peak loss = 2.01e+11 ohm cm
at 300 K, activation 0.7 eV: mobility 5.00e-12 cm2/Vs
relaxation time at 300 K = 9.888e+03 s
```
